Screened-charge variational energy of an isotropic double donor

A double donor leaves a core of charge Z = 2 that can hold two electrons. In a crystal with band mass m, measured in electron masses, and static dielectric constant ε, the ingredients of the problem fix the form of the answer before any wave function is chosen. In Hartree atomic units the kinetic energy of an electron confined to a length L is of order 1/(mL²), and every Coulomb energy is of order 1/(εL). The two balance at L of order ε/m, where both are of order m/ε². With the definitions

a* = ε/m,  Ha* = m/ε²,  Ry* = m/(2ε²),

every energy level must therefore be a pure number, depending on Z alone, times Ry*. The material sets the scale, and the task is to find two numbers.

This argument rests on a definite model. The conduction band has one minimum with an isotropic, parabolic dispersion; the core is a point charge; the same constant ε screens the core and the electron–electron repulsion at all distances; spin–orbit coupling is absent. Energies are counted from the band edge. The Hamiltonian of the neutral donor D⁰ is

H = −(∇₁² + ∇₂²)/(2m) − Z/(εr₁) − Z/(εr₂) + 1/(εr₁₂).

Put r = a*x. Each Laplacian acquires the factor 1/a*², so the kinetic prefactor becomes 1/(2ma*²) = m/(2ε²), while each Coulomb prefactor becomes 1/(εa*) = m/ε². Hence

H/Ha* = −½(∇₁² + ∇₂²) − Z/x₁ − Z/x₂ + 1/x₁₂,

with derivatives now taken with respect to x. This is the Hamiltonian of a two-electron atom. Until the material is restored, lengths are in a* and energies in Ha*, unless Ry* is written; 1 Ha* = 2 Ry*.

The singly ionized donor D⁺ has one electron, and its ground level can be found without approximation. For any normalized real function φ, with x̂ the radial unit vector,

0 ≤ ∫|∇φ + Zx̂φ|² d³x = ∫|∇φ|² d³x + Z² + Z∫x̂·∇(φ²) d³x.

The last integral is done by parts. Since the divergence of x̂ is 2/x, it equals −2∫φ²/x d³x. Dividing the inequality by two and rearranging gives

½∫|∇φ|² d³x − Z∫φ²/x d³x ≥ −Z²/2.

The left side is the energy of φ. Equality requires ∇φ = −Zx̂φ, which is solved by φ ∝ exp(−Zx). The ground level is therefore

E(D⁺) = −Z²/2 Ha* = −Z² Ry*.

The fully ionized donor D⁺⁺ with an electron at rest at the band edge has energy zero, so the second ionization energy is I₂ = Z² Ry*, which is 4 Ry* for the double donor. Within the model this value is exact. Diagonalization of the radial problem on a grid gives a level of −4.0000 Ry*.

For D⁰ the repulsion prevents such a solution. The ground state is sought as a spin singlet, whose spin part is antisymmetric, so both electrons may occupy the same orbital. Each electron partly hides the core from the other, which suggests a hydrogen-like orbital belonging to a reduced charge ζ, to be determined:

Φ(x₁, x₂) = φ(x₁)φ(x₂),  φ(x) = (ζ³/π)^½ exp(−ζx).

The prefactor normalizes φ, because ∫4πx² exp(−2ζx) dx = 4π·2/(2ζ)³ = π/ζ³. The charge ζ belongs to the trial function alone; the Hamiltonian keeps its true core charge Z.

The one-electron terms follow directly. The gradient of φ has magnitude ζφ, so the kinetic energy per electron is ½∫|∇φ|² d³x = ζ²/2. The mean inverse radius is

⟨1/x⟩ = 4ζ³ ∫₀^∞ x exp(−2ζx) dx = 4ζ³/(2ζ)² = ζ.

Two electrons thus contribute ζ² to the kinetic energy and −2Zζ to the attraction.

The repulsion is the electrostatic energy of one cloud in the potential of the other. A cloud of density ρ(x) = (ζ³/π) exp(−2ζx) has within radius x the charge

Q(x) = 4ζ³ ∫₀^x y² exp(−2ζy) dy = 1 − exp(−2ζx)(1 + 2ζx + 2ζ²x²),

as differentiation confirms: the terms without x² cancel, and Q(0) = 0. This inner charge acts as if it sat at the centre and gives the potential Q(x)/x. A shell of radius y > x gives at x the constant potential of its own surface, its charge divided by y, so the outer shells together give

4ζ³ ∫ₓ^∞ y exp(−2ζy) dy = exp(−2ζx)(2ζ²x + ζ).

Adding the two parts, the terms in 2ζ²x cancel and −2ζ + ζ leaves −ζ:

U(x) = 1/x − exp(−2ζx)(1/x + ζ).

Far away this is the potential of a unit charge, and at the centre it tends to the finite value ζ. Averaging U over the second cloud gives

J = ∫ρU d³x = ζ − 4ζ³ ∫₀^∞ (x + ζx²) exp(−4ζx) dx.

The two integrals are 1/(16ζ²) and ζ·2/(4ζ)³ = 1/(32ζ²), with sum 3/(32ζ²). Therefore

J = ζ − 3ζ/8 = 5ζ/8.

The pair is counted once, as the single term 1/x₁₂ demands. There is no separate exchange term, since two electrons of opposite spin share one orbital.

The variational energy in Ha* is

E(ζ) = ζ² − 2Zζ + 5ζ/8 = ζ² − 2ζ(Z − 5/16).

Completing the square,

E(ζ) = [ζ − (Z − 5/16)]² − (Z − 5/16)².

The square is never negative, so the lowest energy in this family lies at

ζ = Z − 5/16,  E(D⁰) = −(Z − 5/16)² Ha* = −2(Z − 5/16)² Ry*.

For Z = 2 the screened charge is 27/16 = 1.6875, and

E(D⁰) = −2(27/16)² Ry* = −729/128 Ry* = −5.6953 Ry*.

The first ionization removes one electron from D⁰ and leaves D⁺ in its ground state. Its energy is the difference of the two total energies:

I₁ = E(D⁺) − E(D⁰) = −512/128 + 729/128 = 217/128 = 1.695 Ry*.

The successive ionization energies are thus about 1.70 and 4 Ry*, but the two numbers have different standing. E(D⁺) is exact in the model, whereas E(D⁰) is an expectation value and cannot lie below the true ground energy. The true I₁ of the model is therefore at least 1.695 Ry*.

The separate contributions at the optimum, in Ry*, are 2ζ² = 5.6953 for the kinetic energy, −4Zζ = −13.5000 for the attraction and 5ζ/4 = 2.1094 for the repulsion. Their sum is −5.6953, equal and opposite to the kinetic energy. This is the virial relation: inserting Z − 5/16 = ζ in E = ζ² − 2ζ(Z − 5/16) gives E = −ζ². As a test, the three terms were also integrated numerically from the unscaled Hamiltonian and their sum was minimized; the minimum lies at ζ = 1.6875 with energy −5.6953 Ry*.

The screened charge should not be read as a recipe for the ionization energy. An electron bound to a fixed charge 27/16 would have binding energy (27/16)² = 2.85 Ry*, well above I₁. Twice that number is the total binding energy of D⁰, but after one electron has left, the other is no longer screened, and it contracts around the full core charge and ends at −4 Ry*.

For general Z the first ionization energy can be expanded:

I₁ = 2(Z − 5/16)² − Z² = Z² − 5Z/4 + 25/128 Ry*.

Each term has a meaning. Z² is the binding of an electron to the bare core. The term −5Z/4 is the repulsion between two orbitals that keep the unscreened exponent ζ = Z. The last term, 0.1953 Ry*, is gained when both orbitals expand from ζ = Z to their optimum, and it does not depend on Z. For the double donor the first two terms give 1.5 Ry*, and relaxation raises this to 1.695 Ry*. At large Z the repulsion becomes small relative to Z², and the ratio I₂/I₁ tends to one; at Z = 2 the screened-charge approximation gives 2.36.

At small Z the trial function fails. It binds the second electron if 2(Z − 5/16)² > Z². For Z > 5/16 both sides can be replaced by their positive roots, giving √2(Z − 5/16) > Z, or

Z > (5/16)/(1 − 1/√2) = 1.0669.

A single donor that captures an extra electron has Z = 1, below this threshold. The trial energy is then −0.9453 Ry*, above the −1 Ry* of a neutral single donor with the other electron at the band edge. Yet a more flexible function, containing the distance x₁₂, reaches −1.0551 Ry*, so the model does bind the extra electron. The failure therefore belongs to the trial function, which is restricted in two ways: its orbitals have a fixed exponential shape with one adjustable length, and, because it is a product, the probability of finding one electron at a point does not depend on where the other is. The comparison does not separate the two restrictions.

The same restrictions apply in the double donor, with milder consequences. A basis of 22 functions of x₁ + x₂, x₂ − x₁ and x₁₂ lowers E(D⁰) to −5.8074 Ry*, so that I₁ is at least 1.8074 Ry*. The screened-charge value falls short of this improved bound by 0.112 Ry*, or 6% of it. The same shift is 2% of the total energy; the relative error grows because I₁ is a difference of two larger numbers.

Silicon supplies a concrete scale and also violates the assumption of an isotropic mass. Its conduction-band minima are ellipsoidal, with rough masses m_l = 0.92 along the axis and m_t = 0.19 across it. To see what the isotropic model means here, take one valley and deform the orbital:

φ = (πa²b)^(−½) exp(−s),  s² = (x² + y²)/a² + z²/b²,

where x, y, z, a and b are now unscaled lengths in bohr. The derivative of s along z is z/(b²s), and similarly for the other axes. In the stretched coordinates x/a, y/a, z/b the cloud is spherical, so each squared direction cosine averages to 1/3. The kinetic energy per electron is then

K = (1/6)[2/(m_t a²) + 1/(m_l b²)].

For a spherical orbital, a = b, this equals 1/(2ma²) with

1/m = (1/3)(2/m_t + 1/m_l).

The mean inverse mass is thus the one that a spherical trial function selects, and it is used in the example below.

The Coulomb terms of the deformed orbital have a common geometric factor. Let n₀ be the Fourier transform of the spherical cloud exp(−2s)/π. The stretched cloud has the transform n₀(|Q|) with Q = (aq_x, aq_y, bq_z). In terms of Q,

d³q = d³Q/(a²b),  q² = Q²w,  w = sin²θ/a² + cos²θ/b²,

where θ is the polar angle of Q. The attraction integral contains n₀/q² and the repulsion integral n₀²/q². Since n₀ depends on |Q| alone, the angular average separates from both, and it is the same factor,

g = ⟨1/w⟩/(a²b).

What remains are the values for the unit sphere, 1 and 5/8. Hence ⟨1/r⟩ = g and ⟨1/r₁₂⟩ = 5g/8. As a test, random sampling of the ellipsoidal clouds in three dimensions gives 0.626 for the ratio ⟨1/r₁₂⟩/g.

The energy of two electrons in this orbital is

2K − 2Zg/ε + 5g/(8ε) = 2[K − (Z − 5/16)g/ε],

twice that of one electron bound to charge Z − 5/16. Shrinking a and b together by a factor c multiplies K by c² and g by c. If the minimum for unit charge is −R, the minimum for charge c is therefore −c²R. The two ionization energies are again 217/128 and 4, now in units of R, within this family of orbitals. Their standing has changed, however: D⁺ is also treated variationally, so 4R is a lower bound on I₂, and the difference that gives I₁ is no longer guaranteed to be a bound.

For the isotropic example, the masses above and a rough ε = 11.7 give

1/m = (2/0.19 + 1/0.92)/3 = 3.871,  m = 0.2583,

Ry* = 13.6 eV × 0.2583/11.7² = 25.7 meV,  a* = 11.7/0.2583 bohr = 2.40 nm.

The ionization energies follow as

I₁ = 1.6953 × 25.68 meV = 43.5 meV,  I₂ = 4 × 25.68 meV = 102.7 meV.

The improved bound raises I₁ to 46.4 meV. The mean radius of an orbital of charge ζ is 4ζ³·3!/(2ζ)⁴ = 3/(2ζ) in units of a*, which is 2.13 nm in D⁰ and 1.80 nm in D⁺. Both exceed the lattice constant, about 0.54 nm, by a factor of three to four. That favours an effective-mass description of most of the spherical cloud, but not of its centre. The margin is smaller with the directional masses: the optimal ellipsoid has a = 1.44 nm and b = 0.83 nm in D⁰, and both shrink by the factor 27/32 in D⁺, so along the valley axis the cloud extends over only one to two lattice constants.

A real counterpart is interstitial magnesium in silicon, a double donor with measured depths of roughly 0.11 and 0.26 eV. Both are about 2.5 times the isotropic values of 43.5 and 102.7 meV, so the model does not predict these levels. Anisotropy accounts for part of the difference: the ellipsoidal orbital gives R = 29.6 meV, hence 50.2 and 118.4 meV. The ratio of the rough depths is close to the 2.36 of the screened-charge approximation, but this does not validate the model. The improved bound on I₁ limits the isotropic model's own ratio to at most about 4/1.8074 = 2.21.

Extra attraction near the core is a further correction to I₂, which can equal or exceed the one from anisotropy. Close to the impurity the valence electrons cannot screen fully, and the potential of a point core passes from −Z/(εr) to −Z/r. A simple interpolation adds

ΔV(r) = −Z(1 − 1/ε) exp(−r/λ)/r.

For λ we take the Thomas–Fermi length of the valence electrons, treated as a free-electron gas of density n with 32 electrons per cubic cell. In atomic units k_F = (3π²n)^(1/3) and λ = ½(π/k_F)^½, which gives 0.048 nm. With κ = Z/a*, the first-order shift of the D⁺ level is

ΔE = −4Z(1 − 1/ε)κ³ ∫₀^∞ r exp[−(2κ + 1/λ)r] dr = −4Z(1 − 1/ε)κ³/(2κ + 1/λ)².

Its magnitude is 12.1 meV. Solving the radial equation with ΔV included gives 31.5 meV, because the wave function is drawn inward and samples the extra attraction more strongly. I₂ becomes 134.2 meV with the isotropic mass held fixed. The estimate shows that the correction can be large, not what its value is. It is very sensitive to λ: shortening λ by a fifth gives 15 meV, about the size of the anisotropy correction, and lengthening it by a fifth gives 65 meV. It also does not simply add to the anisotropy correction, since with the ellipsoidal mass the same ΔV shifts the level by about 70 meV. Moreover λ is far smaller than the lattice constant, where neither a band mass nor a smooth screened potential is justified. The chemical part of the core potential, which distinguishes one donor species from another, is absent altogether.

Silicon also has six equivalent valleys, in pairs along three axes. If each electron is spread equally over them, and the rapidly oscillating products of different valleys are dropped, two clouds have parallel axes with probability 1/3 and perpendicular axes with probability 2/3. For the ellipsoidal orbital held at its optimum, this lowers the repulsion by 0.9 meV, a small change beside the others. Splitting of the valley combinations by the core is not included in that number.

An electric field F lowers the barrier for removing one electron from D⁰, a process that leaves a singly charged core behind. Along the downhill direction the potential energy is −1/(εr) − Fr. Its derivative vanishes at r = 1/√(εF), where the two terms are equal, and the barrier top lies at −2√(F/ε). At 0.01 MV/cm the lowering is 22.2 meV, about half of the isotropic I₁. For a donor as shallow as the model's, the zero-field I₁ is then a poor guide to the emission barrier, even before tunnelling is considered. Against the rough measured first depth of magnesium, 0.11 eV, the same lowering is about one fifth.

The depth also decides how many carriers the donor supplies. Take 10¹⁵ uncompensated donors per cm³ at 300 K, where kT = 25.85 meV, and keep the ground states alone. If the core splits the valley combinations so that a single one lies lowest and holds the bound electrons, only spin weights remain: 1, 2 and 1 for D⁺⁺, D⁺ and D⁰. At chemical potential μ their relative populations are

1,  2 exp[(μ + I₂)/kT],  exp[(2μ + I₁ + I₂)/kT].

For dilute carriers exp(μ/kT) = n/N_c, with n the electron density and N_c = 2.74 × 10¹⁹ cm⁻³ the effective density of states of the six valleys. The population ratios are therefore

N(D⁺)/N(D⁺⁺) = 2(n/N_c) exp(I₂/kT),

N(D⁰)/N(D⁺) = ½(n/N_c) exp(I₁/kT).

Charge neutrality requires n = 2N(D⁺⁺) + N(D⁺). With the model depths this gives 1.992 electrons per donor, nearly complete double ionization. With the rough measured depths of magnesium it gives 1.31. The arithmetic can be followed backwards from that value: n/N_c = 4.8 × 10⁻⁵ and exp(260/25.85) = 2.3 × 10⁴, so there are about 2.2 singly ionized donors for each doubly ionized one. Neutral donors are rarer than singly ionized ones by a factor of several hundred. The yield is then close to (2 + 2.2)/(1 + 2.2) = 1.3.

At this density and temperature, and with a single lowest valley combination as assumed, using the hydrogen-like depths for magnesium would overstate the carrier density by about half. Excited donor states, omitted here, would add to the bound population and reduce the yield further. The numerical output lists the main values used above.

Table of computed values

```
longitudinal mass, rough input: 0.92 m_e
transverse mass, rough input: 0.19 m_e
dielectric constant, rough input: 11.7
mean-inverse-mass effective mass: 0.2583 m_e
effective Rydberg: 25.68 meV
effective Bohr radius: 2.397 nm
optimum charge, derived: 1.6875
optimum charge, numerical minimum: 1.6875
kinetic energy at optimum: 5.6953 Ry*
attraction at optimum: -13.5000 Ry*
repulsion at optimum: 2.1094 Ry*
neutral donor energy, derived: -5.6953 Ry*
neutral donor energy, numerical minimum: -5.6953 Ry*
one-electron level on radial grid: -4.0000 Ry*
first ionization, variational: 1.6953 Ry*
second ionization: 4.0000 Ry*
first ionization with unrelaxed charge 2: 1.5000 Ry*
relaxation gain: 0.1953 Ry*
first ionization, variational: 43.5 meV
second ionization: 102.7 meV
ratio second/first ionization: 2.36
mean orbital radius, neutral donor: 2.13 nm
mean orbital radius, single-electron ion: 1.80 nm
correlated basis size: 22 functions
neutral donor energy, correlated: -5.8074 Ry*
first ionization, correlated: 1.8074 Ry*
first ionization, correlated: 46.4 meV
smallest core charge bound by trial function: 1.0669
Z=1 two-electron energy, trial function: -0.9453 Ry*
Z=1 two-electron energy, correlated: -1.0551 Ry*
anisotropic single-donor energy: 29.61 meV
anisotropic first ionization: 50.2 meV
anisotropic second ionization: 118.4 meV
ellipsoid semi-axis a, neutral donor: 1.44 nm
ellipsoid semi-axis b, neutral donor: 0.83 nm
sampled repulsion / geometric factor: 0.626
repulsion lowered by valley spreading: 0.9 meV
lattice constant, rough input: 0.543 nm
Thomas-Fermi screening length: 0.048 nm
core shift of second ionization, first order: 12.1 meV
core shift of second ionization, full: 31.5 meV
second ionization with core potential: 134.2 meV
rough measured first depth, Mg in Si: 0.11 eV
rough measured second depth, Mg in Si: 0.26 eV
rough measured/model, first: 2.5
rough measured/model, second: 2.5
electric field: 0.01 MV/cm
barrier lowering, singly charged core: 22.2 meV
temperature: 300 K
thermal energy: 25.85 meV
donor density: 1.0e+15 cm^-3
conduction-band effective density: 2.74e+19 cm^-3
free electrons per donor, model depths: 1.992
free electrons per donor, rough measured depths: 1.31
```
